\section*{Why the Meiboom-Gill phase shift stops flip-angle errors accumulating}

\section*{The question}

A $90^\circ$ pulse creates transverse magnetisation, and a train of equally spaced refocusing pulses turns it into a train of echoes. Suppose that every refocusing pulse rotates by $\pi+\varepsilon$ instead of $\pi$. In the Carr-Purcell train, where all pulses have the same phase, the error builds up from echo to echo. In the Meiboom-Gill train the refocusing pulses are shifted in phase by $90^\circ$ relative to the first pulse, and the build-up stops. The shifted pulses are just as faulty as before. Why does their error no longer accumulate?

\section*{The mechanism: two successive pulses}

Work in the rotating frame with $\hbar=1$. A spin with static offset $\Delta$ has $H=\Delta\sigma_z/2$ and precesses about $z$. All rotations are active and right-handed. The excitation pulse is about $+x$ and takes magnetisation of unit length from $z$ to $\mathbf M_0=-\hat{\mathbf y}$. One echo unit consists of precession for a time $\tau$, a refocusing pulse about a transverse axis $\hat{\mathbf p}$, and precession for $\tau$ again. Carr-Purcell has $\hat{\mathbf p}=\hat{\mathbf x}$ and Meiboom-Gill has $\hat{\mathbf p}=\hat{\mathbf y}$. Let $\varphi=\Delta\tau$. Relaxation, diffusion and spin couplings are left out, $\varepsilon$ is the same for every pulse, and for now precession during a pulse is neglected.

A rotation by $\beta$ changes the $z$ component to
\begin{align}
M_z'&=M_y\sin\beta+M_z\cos\beta &&\text{(about }x),\\
M_z'&=-M_x\sin\beta+M_z\cos\beta &&\text{(about }y).
\end{align}
For $\beta=\pi+\varepsilon$ we have $\sin\beta\approx-\varepsilon$ and $\cos\beta\approx-1$, so to first order
\begin{equation}
M_z'\approx-\varepsilon M_y-M_z\quad(x),\qquad
M_z'\approx\varepsilon M_x-M_z\quad(y).
\label{eq:kick}
\end{equation}
Each pulse inverts the $z$ component left by its predecessor and adds a new one. What matters is whether the new one has the same sign as the inverted old one.

Before the first pulse, precession has taken $-\hat{\mathbf y}$ to $(\sin\varphi,-\cos\varphi,0)$. The first pulse therefore leaves $M_z=\varepsilon\cos\varphi$ in Carr-Purcell and $M_z=\varepsilon\sin\varphi$ in Meiboom-Gill.

For the second pulse we need the transverse part only to zeroth order in $\varepsilon$, because it is multiplied by $\varepsilon$.
\begin{itemize}
\item In Carr-Purcell the first echo forms along $+\hat{\mathbf y}$. Before the second pulse $M_y=+\cos\varphi$, and (\ref{eq:kick}) gives $M_z=-\varepsilon\cos\varphi-\varepsilon\cos\varphi=-2\varepsilon\cos\varphi$. The errors add.
\item In Meiboom-Gill the first echo forms along $-\hat{\mathbf y}$ again. Before the second pulse $M_x=+\sin\varphi$, and (\ref{eq:kick}) gives $M_z=\varepsilon\sin\varphi-\varepsilon\sin\varphi=0$. The errors cancel.
\end{itemize}

This is a first-order statement about two pulses. To see what happens over a long train, we need the complete rotation.

\section*{The rotation produced by one and two echoes}

A rotation by $\theta$ about a unit vector $\hat{\mathbf u}$ acts on the spinor as $\cos(\theta/2)-i\sin(\theta/2)\,\hat{\mathbf u}\cdot\boldsymbol\sigma$. Put $s=\sin(\varepsilon/2)$ and $c=\cos(\varepsilon/2)$, with $|\varepsilon|<\pi$. Since $\cos[(\pi+\varepsilon)/2]=-s$ and $\sin[(\pi+\varepsilon)/2]=c$, the pulse is $P=-s-ic\,\sigma_p$. Each precession period is $F=e^{-i\varphi\sigma_z/2}$.

Because $\hat{\mathbf p}$ is transverse, $\sigma_p$ anticommutes with $\sigma_z$. Hence $\sigma_pF=F^{-1}\sigma_p$ and $F\sigma_pF=\sigma_p$: precession before and after the pulse cancels in this term, which is the refocusing. With $F^2=\cos\varphi-i\sin\varphi\,\sigma_z$,
\begin{equation}
U_1=FPF=-sF^2-ic\,\sigma_p
=-s\cos\varphi-i\left(c\,\sigma_p-s\sin\varphi\,\sigma_z\right).
\label{eq:U1}
\end{equation}
Write the rotation angle as $\pi+2\alpha$. Its half-angle cosine is $\cos(\pi/2+\alpha)=-\sin\alpha$, and its half-angle sine is $\cos\alpha$. Comparison with (\ref{eq:U1}) gives
\begin{equation}
\sin\alpha=s\cos\varphi,\qquad
\hat{\mathbf n}=\frac{c\,\hat{\mathbf p}-s\sin\varphi\,\hat{\mathbf z}}{\sqrt{1-s^2\cos^2\varphi}} .
\label{eq:axis}
\end{equation}
The denominator is $\cos\alpha$, and it normalises the vector because $c^2+s^2\sin^2\varphi=1-s^2\cos^2\varphi$.

Two echoes rotate by $2\pi+4\alpha$ about the same axis. A full turn does nothing to the magnetisation, so the net rotation is
\begin{equation}
4\alpha\approx2\varepsilon\cos\varphi\quad\text{about }\hat{\mathbf n}.
\end{equation}
If $\cos\varphi=0$, the pair is the identity and has no axis of its own, although a single echo still has the axis $\hat{\mathbf n}$.

The axis lies close to the pulse axis, tilted towards the $z$ axis by an angle $\eta$ with
\begin{equation}
\tan\eta=\tan(|\varepsilon|/2)\,|\sin\varphi|,\qquad \eta\le|\varepsilon|/2 .
\label{eq:tilt}
\end{equation}
In Meiboom-Gill the pulse axis is the line of the magnetisation. The statement that the two-echo axis lies along the magnetisation is therefore true up to this tilt. In Carr-Purcell $\hat{\mathbf n}$ lies in the $xz$ plane, perpendicular to $\mathbf M_0$.

The phase shift thus turns the faulty pair rotation by $90^\circ$ about $z$ and leaves its angle unchanged. It brings the rotation axis to within $\eta$ of the line of the magnetisation, so after any number of echoes the magnetisation is at most $2\eta$ from where it started. The protection covers one transverse component: magnetisation starting along $x$ in the Meiboom-Gill train is perpendicular to $\hat{\mathbf n}$ and accumulates error as in Carr-Purcell.

\section*{The echo amplitudes}

Let $a=\mathbf M_0\cdot\hat{\mathbf n}$. After $k$ echoes the part $a\hat{\mathbf n}$ is unchanged and the rest has turned by $\Theta_k=k(\pi+2\alpha)$:
\begin{equation}
\mathbf M_k=a\hat{\mathbf n}+\cos\Theta_k\,(\mathbf M_0-a\hat{\mathbf n})+\sin\Theta_k\,\hat{\mathbf n}\times\mathbf M_0 .
\end{equation}
The last term is perpendicular to $\mathbf M_0$, and $\cos\Theta_k=(-1)^k\cos2k\alpha$. The signal $S_k=\mathbf M_0\cdot\mathbf M_k$ is therefore
\begin{equation}
S_k=a^2+(1-a^2)(-1)^k\cos2k\alpha .
\end{equation}
The two trains differ in $a$ alone:
\begin{align}
\text{Carr-Purcell } (a=0):\quad & S_k=(-1)^k\cos2k\alpha, \label{eq:CP}\\
\text{Meiboom-Gill } (a^2=\cos^2\eta):\quad & S_k=\cos^2\eta+\sin^2\eta\,(-1)^k\cos2k\alpha. \label{eq:MG}
\end{align}
In (\ref{eq:CP}) the error angle $2k\alpha$ grows in proportion to $k$. In (\ref{eq:MG}) the cosine of the same angle carries only the weight $\sin^2\eta\le\sin^2(\varepsilon/2)$, which is small for small $\varepsilon$. For every $k$
\begin{equation}
S_k\ge\cos^2\eta-\sin^2\eta=\cos2\eta\ge\cos\varepsilon .
\end{equation}

For small $\varepsilon$, $\sin^2\eta\approx\varepsilon^2\sin^2\varphi/4$ and $\alpha\approx\varepsilon\cos\varphi/2$. The first two Meiboom-Gill losses are then
\begin{align}
1-S_1&=\sin^2\eta\,(1+\cos2\alpha)\approx\tfrac12\varepsilon^2\sin^2\varphi,\\
1-S_2&=\sin^2\eta\,(1-\cos4\alpha)\approx\tfrac12\varepsilon^4\sin^2\varphi\cos^2\varphi .
\end{align}
The second echo is much better than the first, as the cancellation suggested. Later even echoes do not all stay that good: their loss can rise to $2\sin^2\eta$, but no further.

\subsection*{A spread of offsets}

In an inhomogeneous field $\varphi$ varies over the sample. Take it uniform over a full turn. For small $\varepsilon$, $2\alpha\approx\varepsilon\cos\varphi$ with an error of order $\varepsilon^3$, so as long as $k|\varepsilon|^3\ll1$ the Carr-Purcell mean is
\begin{equation}
\langle S_k\rangle\approx(-1)^k\frac1{2\pi}\int_0^{2\pi}\cos(k\varepsilon\cos\varphi)\,d\varphi=(-1)^kJ_0(k\varepsilon).
\end{equation}
It decays although nothing relaxes. In Meiboom-Gill the oscillating term averages away at large $k$ when $\varepsilon\ne0$, leaving the mean of $\cos^2\eta=c^2/(1-s^2\cos^2\varphi)$. With $t=\tan\varphi$, $d\varphi=\cos^2\varphi\,dt$ and $1-s^2\cos^2\varphi=\cos^2\varphi\,(t^2+c^2)$, so
\begin{equation}
\langle S_k\rangle\to\frac{c^2}{\pi}\int_{-\infty}^{\infty}\frac{dt}{t^2+c^2}=c=\cos(\varepsilon/2).
\end{equation}

\section*{The numbers}

Take round model parameters: offset energy $10^{-13}$ eV, $\tau=5\times10^{12}\,\hbar/$eV (an echo spacing $2\tau$ of 6.58 ms), and refocusing pulses 5\% too long. Then $\varphi=10^{-13}\times5\times10^{12}=0.5$ rad and $\varepsilon=0.05\pi=0.157$ rad, which give $s=0.0785$ and $c=0.997$. From (\ref{eq:axis}) and (\ref{eq:tilt}),
\begin{align}
\sin\alpha&=0.0785\cos0.5=0.0689, & 4\alpha&=0.276\text{ rad}=15.8^\circ,\\
\tan\eta&=\tan(0.0785)\sin0.5=0.0377, & \eta&=0.0377\text{ rad}=2.2^\circ .
\end{align}
In both trains the net rotation per pair of echoes has the angle $15.8^\circ$. In Carr-Purcell its axis is at right angles to the initial magnetisation; in Meiboom-Gill its axis is $2.2^\circ$ from the line of the initial magnetisation. The $z$ components after echoes 1 and 2 are $0.137$ and $-0.272$ in Carr-Purcell, but $0.075$ and $0.001$ in Meiboom-Gill.

The signals, computed by multiplying the rotation matrices, are:
\begin{center}
\begin{tabular}{rcccc}
 & \multicolumn{2}{c}{one offset} & \multicolumn{2}{c}{uniform $\varphi$}\\
$k$ & CP & MG & CP & MG\\
1 & $-0.991$ & 0.9972 & $-0.994$ & 0.9938\\
2 & 0.962 & 0.9999 & 0.975 & 1.0000\\
20 & $-0.927$ & 0.9973 & $-0.304$ & 0.9975\\
40 & 0.718 & 0.9996 & 0.220 & 0.9967
\end{tabular}
\end{center}
For one offset the Carr-Purcell envelope $\cos2k\alpha$ first vanishes at $k=\pi/(4\alpha)=11.4$. Its magnitude later recovers, because a single offset undergoes a pure rotation. With uniform $\varphi$ the first zero of $J_0$ gives $k=2.405/0.157=15.3$, and the mean signal decays. The Meiboom-Gill signal never falls below $\cos2\eta=0.99716$ for this offset and approaches $\cos(\varepsilon/2)=0.9969$ in the mean.

\section*{Two further imperfections}

\textbf{The excitation pulse.} If it has the same relative error, it rotates by $\pi/2+\varepsilon/2$ and leaves the magnetisation $|\varepsilon|/2$ away from $-\hat{\mathbf y}$. In Meiboom-Gill $-\hat{\mathbf n}$ is at most $|\varepsilon|/2$ from $-\hat{\mathbf y}$, so the angle between magnetisation and axis is at most $|\varepsilon|$. Every echo conserves that angle. The magnetisation therefore stays within $3|\varepsilon|/2$ of $-\hat{\mathbf y}$, and for $3|\varepsilon|/2<\pi$ its projection there is at least $\cos(3\varepsilon/2)=0.972$ in the example. The worst error over all offsets is larger than with a perfect excitation pulse, but it is still bounded.

\textbf{Precession during the pulses.} With drive energy $\Omega$ and $r=\Delta/\Omega$, the pulse has rotation vector $(\pi+\varepsilon)(\hat{\mathbf p}+r\hat{\mathbf z})$. To first order in $\varepsilon$ and $r$ it is $P\approx-\varepsilon/2-i(\sigma_p+r\sigma_z)$. In $FPF$ the new term $-ir\sigma_zF^2$ contributes $-r\sin\varphi$ to the scalar part, which equals $-\sin\alpha$. Hence
\begin{equation}
\alpha\approx\tfrac12\varepsilon\cos\varphi+r\sin\varphi .
\end{equation}
The other part of the new term, $-ir\cos\varphi\,\sigma_z$, slightly changes the tilt. This error too accumulates in Carr-Purcell and stays bounded in Meiboom-Gill while the tilt is small. Keep the excitation pulse ideal and the free time $\tau$ on each side of a refocusing pulse unchanged, so that the echo spacing grows by one pulse length. For $\Omega=10^{-10}$ eV, $r=10^{-3}$ and $\alpha$ shifts by $4.8\times10^{-4}$ rad. Over 20 echoes the signal differs from its value for pulses without precession by up to $0.013$ in Carr-Purcell and $1.3\times10^{-4}$ in Meiboom-Gill, in units of the initial signal. If the echo spacing is held at $2\tau$ instead, the shorter free time lowers $\varphi$ by $r(\pi+\varepsilon)/2$, and the three numbers become $5.4\times10^{-4}$ rad, $0.014$ and $1.5\times10^{-4}$.

\section*{Calculated quantities}
\begin{verbatim}
offset energy = 1.0e-13 eV
drive energy = 1.0e-10 eV
half echo spacing tau = 5.0e+12 hbar/eV
hard-pulse echo spacing 2 tau = 6.582 ms
relative excess of refocusing angle = 0.05
flip-angle error eps = 0.15708 rad
flip-angle error eps, converted = 9.00 degree
precession phase phi = 0.500 rad
s = sin(eps/2) = 0.07846
c = cos(eps/2) = 0.99692
alpha = 0.06891 rad
net rotation per two echoes = 0.27564 rad
same, converted = 15.79 degree
small-error estimate 2 eps cos(phi) = 0.27570 rad
CP pair axis (x, y, z) = 0.99929, 0.00000, -0.03770
MG pair axis (x, y, z) = 0.00000, 0.99929, -0.03770
tilt of MG axis from y line = 0.03771 rad
same, converted = 2.16 degree
z component after echo 1: CP 0.13728, MG 0.07500
z component after echo 2: CP -0.27196, MG 0.00142
one offset, signal relative to start:
  echo 1: CP -0.99052, MG 0.99717
  echo 2: CP 0.96225, MG 0.99995
  echo 4: CP 0.85186, MG 0.99979
  echo 8: CP 0.45133, MG 0.99922
  echo 12: CP -0.08292, MG 0.99846
  echo 20: CP -0.92671, MG 0.99726
  echo 40: CP 0.71758, MG 0.99960
CP envelope first zero, one offset = 11.40 echoes
MG lower bound, this offset = 0.99716
MG lower bound, any offset = 0.98769
uniform spread of phi, mean signal:
  echo 1: CP -0.99384, MG 0.99384
  echo 2: CP 0.97549, MG 0.99996
  echo 10: CP 0.47226, MG 0.99914
  echo 20: CP -0.30374, MG 0.99747
  echo 40: CP 0.21998, MG 0.99671
CP mean envelope first zero (Bessel) = 15.31 echoes
MG mean plateau cos(eps/2) = 0.99692
MG mean at echo 200 = 0.99690
MG minimum with faulty excitation, 200 echoes = 0.97237
its bound cos(3 eps/2) = 0.97237
offset/drive ratio = 1.0e-03
finite pulses: net rotation per two echoes = 0.27755 rad
finite pulses: shift of alpha = 4.80e-04 rad
largest signal change, 20 echoes: CP 1.3e-02, MG 1.3e-04
same with tenfold drive: CP 1.3e-03, MG 1.3e-05
\end{verbatim}
